# Intrinsic atomic orbitals: exact spanning and the choice of reference basis

## One electron pair on two atoms

Take a hydrogen molecule with one doubly occupied orbital $\varphi$, computed in a large basis. Because the atoms polarize each other, $\varphi$ contains more than the two free-atom functions $a$ and $b$. We want two orthonormal functions, one per atom, that still reproduce $\varphi$ completely.

Let $a$ and $b$ be normalized, with overlap $s$, and let them lie in the large basis. Their even and odd combinations are

$$g=\frac{a+b}{\sqrt{2(1+s)}},\qquad u=\frac{a-b}{\sqrt{2(1-s)}} .$$

The orbital $\varphi$ is even, so $\langle u|\varphi\rangle=0$. Choose its sign so that $c=\langle g|\varphi\rangle>0$. The part of $\varphi$ visible to the free atoms is $cg$; its normalized form $g$ is the depolarized orbital.

Now replace $g$ by its component along the true orbital, $c\varphi$, and leave $u$ alone, since it is orthogonal to both $g$ and $\varphi$. The atomic functions become

$$a\to\sqrt{\tfrac{1+s}{2}}\,c\,\varphi+\sqrt{\tfrac{1-s}{2}}\,u,\qquad
b\to\sqrt{\tfrac{1+s}{2}}\,c\,\varphi-\sqrt{\tfrac{1-s}{2}}\,u .$$

Symmetric orthonormalization treats the two alike and normalizes the even and odd parts separately. It gives $a'=(\varphi+u)/\sqrt2$ and $b'=(\varphi-u)/\sqrt2$. Therefore $\varphi=(a'+b')/\sqrt2$, with no remainder, however strongly the molecule is polarized.

The construction fails if $c=0$. Had the occupied orbital been a $\pi$ orbital, it would have been orthogonal to both $s$ functions, and nothing in the reference could have been turned into it. The general theory has the same two sides.

## What the setting computes

An intrinsic-atomic-orbital (IAO) analysis takes a determinant and a minimal reference basis of free-atom orbitals. It returns one polarized orbital per reference function. The choice left to the user is the reference basis.

Let all orbitals be real, and let $C$ hold the coefficients of $N$ occupied orbitals $\varphi_i$ in a working basis $B_1$. Let $S_1$ and $S_2$ be the positive definite overlap matrices of $B_1$ and the reference $B_2$, let $S_{12}$ be their cross overlap, and let $S_{21}=S_{12}^T$. Orthonormality reads $C^TS_1C=1$. The reference need not lie inside the working basis.

The best image of a reference function in $B_1$ has the coefficient column $p$ that minimizes the squared error. With $\sigma$ the corresponding column of $S_{12}$, this error is

$$\langle\chi|\chi\rangle-2p^T\sigma+p^TS_1p .$$

Setting its gradient to zero gives $S_1p=\sigma$. For all reference functions together,

$$P=S_1^{-1}S_{12}.$$

The same argument in the other direction gives the reference coefficients of the projected occupied orbitals, $S_2^{-1}S_{21}C$. Returning these to the working basis yields the depolarized orbitals

$$R=P\,S_2^{-1}S_{21}C .$$

Let $\tilde C$ be an orthonormal basis of the span of $R$. The projectors on the true and depolarized occupied spaces are

$$O=CC^TS_1,\qquad \tilde O=\tilde C\tilde C^TS_1 .$$

The polarized functions and their orthonormal form are

$$A_0=TP,\quad T=O\tilde O+(1-O)(1-\tilde O),\quad A=A_0(A_0^TS_1A_0)^{-1/2}.$$

The first term of $T$ moves the depolarized occupied part into the true occupied space. The second moves the rest into the true virtual space. Assume that $P$ has full column rank, so that no combination of reference functions is invisible to the working basis.

## The condition for exact spanning

Everything turns on the $N\times N$ matrix

$$M=C^TS_{12}S_2^{-1}S_{21}C .$$

For a normalized occupied combination with coefficients $y$, the projection on $B_2$ has reference coefficients $S_2^{-1}S_{21}Cy$. Its squared norm is

$$(S_2^{-1}S_{21}Cy)^TS_2(S_2^{-1}S_{21}Cy)=y^TMy .$$

A projection cannot lengthen a vector, so the eigenvalues $\mu$ of $M$ lie between 0 and 1. For doubly occupied orbitals, the bare reference misses $2(N-\mathrm{tr}\,M)$ electrons.

The claim is that the IAOs span every occupied orbital exactly if and only if the smallest eigenvalue $\mu_{\min}$ is positive. "Exactly" refers to exact arithmetic; a computer adds rounding.

**Sufficiency.** Since $S_1P=S_{12}$, we have $C^TS_1R=M$. If $M$ is positive definite, $Ry=0$ implies $My=0$ and hence $y=0$. The $N$ depolarized orbitals are therefore independent, and we may take

$$\tilde C=R\,G^{-1/2},\qquad G=R^TS_1R .$$

The overlap between the two occupied sets, $K=C^TS_1\tilde C=MG^{-1/2}$, is a product of invertible matrices. Define $X=S_2^{-1}S_{21}C\,G^{-1/2}$, so that $PX=\tilde C$. Because $\tilde O\tilde C=\tilde C$, the second term of $T$ vanishes on $\tilde C$, and

$$A_0X=T\tilde C=O\tilde C=CC^TS_1\tilde C=CK .$$

Multiplying by $K^{-1}$ from the right gives $C=A_0XK^{-1}$. Every occupied orbital is thus an explicit combination of the columns of $A_0$.

**Necessity.** Suppose $My=0$ for some $y\neq0$. Then $y^TMy=0$, the projection of this orbital on $B_2$ is zero, and $Ry=0$. The depolarized space has dimension below $N$. From $O^2=O$ and $O(1-O)=0$ follows

$$OA_0=O\tilde OP ,$$

whose rank is also below $N$. If the columns of $A_0$ spanned the occupied space, we could write $C=A_0Y$, and then $C=OC=OA_0Y$ would have rank below $N$. This contradicts the independence of the $N$ occupied orbitals.

Nothing here used the self-consistent-field equations. Convergence makes the determinant physically meaningful, but it is not what makes the spanning exact. For an unrestricted determinant, the argument applies to each spin separately.

## No atomic function is lost

Orthonormalization requires independent columns in $A_0$. In the $S_1$ metric, both projectors are self-adjoint, so $T^\dagger=\tilde OO+(1-\tilde O)(1-O)$. The cross terms in $T^\dagger T$ contain $O(1-O)=0$. What remains is

$$\begin{aligned}
T^\dagger T&=\tilde OO\tilde O+(1-\tilde O)(1-O)(1-\tilde O)\\
&=\tilde OO\tilde O+1-\tilde O-O+\tilde OO+O\tilde O-\tilde OO\tilde O\\
&=1-(O-\tilde O)^2 .
\end{aligned}$$

Let $\kappa$ be the smallest singular value of $K$, which is the smallest cosine between the two occupied spaces. On a unit vector of the depolarized space, $T$ acts as $O$ and leaves a length of at least $\kappa$. On a unit vector $v$ orthogonal to that space, it leaves $\|(1-O)v\|$, where

$$\|(1-O)v\|^2=1-\|Ov\|^2 .$$

The largest possible $\|Ov\|^2$ equals the largest squared length that a unit occupied vector has outside the depolarized space, namely $1-\kappa^2$. The remaining length is again at least $\kappa$. The two outputs of $T$ are orthogonal, so its smallest singular value is $\kappa$.

This number can be bounded by $M$. For unit $y$, let $r=Ry$. Projection into $B_1$ cannot lengthen the reference image, so $\|r\|\le\sqrt{y^TMy}$. The occupied component of $r$ has length $\|My\|\ge y^TMy$. Their ratio gives

$$\kappa\ge\sqrt{\mu_{\min}} .$$

Thus $\mu_{\min}>0$ also guarantees that $T$ is invertible. With $P$ of full rank, all IAOs survive. A small $\mu_{\min}$ warns that the construction may be poorly conditioned; near-dependence among the columns of $P$ is a separate danger.

The final factor $(A_0^TS_1A_0)^{-1/2}$ is invertible and leaves the span unchanged. Replacing $C$ by $CU$, with $U$ orthogonal, changes neither projector, so the IAOs do not depend on whether the occupied orbitals are canonical or localized.

## From orbitals to charges and bonds

Let $B=A^TS_1C$. Spanning means $C=AB$, and therefore $B^TB=C^TS_1C=1$. For a closed shell, the density matrix in the IAO basis is $D=2BB^T$. It obeys

$$\mathrm{tr}\,D=2N,\qquad D^2=4B(B^TB)B^T=2D,\qquad ADA^T=2CC^T .$$

The last equation says that the full one-particle density matrix is recovered. The charge of atom $X$, with nuclear charge $Z_X$, and the Wiberg bond order between $X$ and $Y$ are

$$q_X=Z_X-\sum_{\rho\in X}D_{\rho\rho},\qquad
W_{XY}=\sum_{\rho\in X}\sum_{\sigma\in Y}D_{\rho\sigma}^2 .$$

For the hydrogen molecule, every element of $D$ is 1, so the charges vanish and $W=1$. For a polar pair in $\cos\alpha\,a'+\sin\alpha\,b'$, the off-diagonal element is $2\sin\alpha\cos\alpha$. If each atom supplies one electron, the charges are $\pm q$ with $|q|=|\cos2\alpha|$, and $W=\sin^22\alpha=1-q^2$.

Two limits show how much the reference decides. If all occupied orbitals lie in both bases, then $\tilde O=O$, $T=1$, and the IAOs are simply the orthonormalized images of the free-atom functions. If instead the reference has only $N$ functions and $M$ is positive definite, the IAO space is the occupied space itself. Then $B$ is square and orthogonal, $D=2\cdot1$, every reference function holds two electrons, and every bond order is zero. The charges are fixed by counting functions before any bonding is examined. With fewer than $N$ functions, $M$ must be singular and exact spanning is impossible.

## Procedure

1. Form $S_1$, $S_2$ and $S_{12}$ at the same geometry, and take $C$ from the determinant.
2. Compute $M$ and its smallest eigenvalue. If it is zero to rounding, change the reference.
3. Form $P$ and $R$, orthonormalize $R$, and construct $A_0$ and $A$.
4. Compute the remainder $C-AA^TS_1C$. The $S_1$ norm of each column is the spanning error of that normalized orbital.
5. Form $D$ and evaluate charges and bond orders.

Linear systems should be solved directly, without forming the inverses.

## Titanium tetrachloride

The example is an isolated tetrahedral TiCl$_4$ molecule with bond length 2.17 Å, treated by density-fitted restricted Hartree–Fock in the def2-SVP basis. The reference consists of leading atomic-natural-orbital contractions, which approximate free-atom orbitals without being identical to them: 1s to 4s, 2p, 3p and 3d on titanium, and 1s to 3s, 2p and 3p on each chlorine. It contains

$$(4+2\cdot3+5)+4(3+2\cdot3)=15+36=51$$

functions. The 90 electrons fill 45 orbitals, leaving $51-45=6$ valence virtuals.

The smallest eigenvalue of $M$ is 0.9841, so even the least well described occupied combination has only 1.6% of its squared norm outside the reference. The bare reference misses 0.240 of the 90 electrons. The bound gives $\kappa\ge\sqrt{0.9841}=0.9920$; the computed value is 0.9939, equal to the smallest singular value of $T$ to the printed digits.

The largest spanning error is $2.2\times10^{-14}$ for the IAOs. For the projected but unpolarized reference it is 0.094. A second test avoids overlap integrals: orbital values at 1250 points, 250 around each nucleus at distances from 0.02 to 5 bohr, are fitted by least squares. The largest error relative to the norm of an orbital's sampled values is $2.7\times10^{-14}$ with IAOs and 0.025 with the original reference functions.

Rebuilding the density from $D$ changes the energy by $2.7\times10^{-12}$ hartree. The determinant of depolarized orbitals lies 5.3 eV higher. That cost is not purely valence polarization: the reference contractions come from a relativistic set and are not exact free-atom Hartree–Fock orbitals, so some mismatch in orbital shape is included. That share is small: with spherically averaged free-atom Hartree–Fock orbitals in def2-SVP as the reference, and the same shells, the cost is still 5.1 eV. The titanium charge discussed below then changes from 1.53 to 1.42 e, so the radial shape of the reference matters as well as its list of shells.

To separate spanning from convergence, random virtual components were mixed into the occupied orbitals, which were then orthonormalized. The energy rose by 911 eV, yet the spanning error was $1.7\times10^{-13}$.

A beryllium atom supplies the failure. With a reference of 1s and 2s, the 1s²2s² determinant is spanned to $4.5\times10^{-16}$. If a virtual p orbital is occupied in place of 2s, angular symmetry makes it orthogonal to the reference, whichever p shell it belongs to. The smallest eigenvalue of $M$ is then zero to rounding, and the spanning error of the p orbital is 1.000000: the entire orbital is lost.

## Reading the metal–ligand bond

The titanium charge is 1.534 e and each chlorine carries −0.384 e. Titanium therefore holds $22-1.53=20.47$ electrons. Its 3d and 4s functions hold $2.08+0.41=2.49$, leaving 17.98 in the functions that a Ti$^{4+}$ ion would fill with 18. In this partition, the 3d shell is far from empty, although the formal count is d$^0$. These def2-SVP values are not converged in the working basis: def2-TZVP with the same reference gives a titanium charge of 1.70 e, a 3d population of 1.92 and a Ti–Cl bond order of 0.92. Unless stated otherwise, the numbers below are def2-SVP values.

The Ti–Cl bond order is 0.96. One polar electron pair per bond, with one electron supplied by each atom, would give $1-0.3835^2=0.85$ at the same chlorine charge. That picture cannot reproduce both numbers. Dividing the chlorine functions by their symmetry about the bond axis gives 0.59 from the $\sigma$ functions (s and axial p) and 0.38 from the $\pi$ functions, so donation from chlorine $\pi$ orbitals carries a substantial part of the bond order.

Within the six-dimensional valence-virtual space, the Fock operator has energies of 0.10 eV (twice), 0.67 eV (three times) and 5.39 eV. These degeneracies match the $e$ and $t_2$ sets of a tetrahedral d shell and one totally symmetric orbital. They are Hartree–Fock energies in a restricted virtual space, not excitation energies. In def2-TZVP they become 0.63, 1.23 and 5.37 eV: the order and the $e$–$t_2$ spacing of about 0.6 eV persist, but the two lower levels move by more than 0.5 eV.

## Choosing the reference basis

Adding titanium 4p to the reference, with the determinant and geometry held fixed, lowers the titanium charge from 1.53 to 0.33 e. The occupied orbitals are still spanned, with an error below the test limit of $10^{-9}$. The density has not changed; it has been divided differently. The 4p functions take 1.22 electrons while the 3d and 4s populations barely change. Their rms radius of 3.8 bohr, against a bond length of 4.1 bohr, suggests that they claim density from the chlorine region. In def2-TZVP the same change lowers the charge from 1.70 to about 0.5 e.

The opposite choice is instructive. Without titanium 3d and 4s, the reference would have $51-6=45$ functions, equal to $N$. $M$ stays positive definite, with $\mu_{\min}=0.85$, so the counting limit forces a titanium charge of $22-18=+4$ and zero bond orders. Exact spanning is therefore a test of completeness and cannot select the chemically preferable reference.

The other two changes tried here have smaller effects:

| Change from the main calculation | Ti charge (e) |
|---|---|
| none | 1.53 |
| 4p added to the reference | 0.33 |
| PBE determinant | 0.97 |
| bonds stretched by 0.05 Å | 1.60 |

Each row changes one item; for the stretched bonds, the Hartree–Fock determinant was recomputed at the new geometry. The PBE calculation used a coarse grid that integrated to 89.977 electrons instead of 90, so its charge deserves no more than two digits. A Mulliken analysis of the original Hartree–Fock determinant gives 0.92 e. That value depends strongly on the working basis: in def2-TZVP it is 1.58 e, against an IAO charge of 1.70 e.

TiCl$_4$ is used as a vapour precursor for titanium-containing films. The chosen bond length is close to that of the gas-phase molecule, and 500 K is a rough process temperature. To estimate thermal motion, let all four bonds breathe together with a rough wavenumber of 400 cm$^{-1}$. Titanium stays at rest, so the kinetic energy is $\tfrac12(4m_{\rm Cl})\dot r^2$, and the harmonic mean-square displacement is

$$\langle\Delta r^2\rangle=\frac{\hbar}{4m_{\rm Cl}\omega}\left(\bar n+\tfrac12\right)
=\frac{\hbar}{8m_{\rm Cl}\omega}\coth\frac{\hbar\omega}{2k_BT},$$

where $\bar n=1/(e^{\hbar\omega/k_BT}-1)$. This gives an rms displacement of 0.024 Å. The stretched geometry gives a one-sided charge slope of 1.24 e/Å (compression by 0.05 Å gives 1.40 e/Å), so this mode alone gives an rms charge spread of about $1.24\times0.024=0.03$ e. Other vibrations are omitted. On a growing film, the assumption of an isolated molecule fails: chlorines may be replaced and the titanium coordination may change. The size of that effect and that of relativity were not calculated. The shift of 0.17 e between def2-SVP and def2-TZVP is several times the thermal spread.

For practical use, the analysis supports the following guidance.

- Include every shell needed to give every combination of occupied orbitals a nonzero projection, and inspect $\mu_{\min}$, not just the number of functions.
- Treat a low $\mu_{\min}$ as a warning about atomic labels. At $\mu_{\min}=0.5$, half the squared norm of some occupied combination lies outside the reference, even though spanning remains exact.
- Keep the reference identical across a series of precursors. Charge differences then share one definition, although they can still depend on it.
- Where an outer metal p shell is a debatable member of the reference, report results with and without it. If the conclusion changes, it belongs to the partition and not to the density alone.

The numerical output below gives the main def2-SVP values to more digits.

## Calculated quantities

```
Ti-Cl bond length, input: 2.17 angstrom
def2-SVP functions: 103
reference functions = IAOs: 51
occupied orbitals: 45; valence virtuals: 6
HF energy: -2685.948927 hartree
smallest eigenvalue of M: 0.984099
electrons missed by bare reference: 0.23973
smallest cosine, occupied/depolarized: 0.993945
smallest singular value of T: 0.993945
largest span error, IAOs: 2.2e-14
largest span error, projected reference: 0.09414
largest pointwise fit error, IAOs: 2.7e-14
largest pointwise fit error, reference: 0.02511
energy change on IAO rebuild: 2.7e-12 hartree
energy cost of depolarized determinant: 5.324 eV
span error, unconverged determinant: 1.7e-13
its energy above the SCF energy: 911.42 eV
Be 1s2 2s2, span error: 4.5e-16
Be 1s2 2p2, smallest eigenvalue of M: 4.7e-34
Be 1s2 2p2, span error of 2p: 1.000000
Ti IAO charge: 1.5342 e
Cl IAO charge: -0.3835 e
sum of IAO charges: -3.9e-14 e
Ti 3d population: 2.0805 electrons
Ti 4s population: 0.4088 electrons
Ti-Cl Wiberg bond order: 0.9649
valence-virtual energies: 0.099, 0.099, 0.668, 0.668, 0.668, 5.387 eV
Ti Mulliken charge: 0.9215 e
Ti charge with 4p in reference: 0.3279 e
Ti charge from PBE determinant: 0.973 e
electrons integrated on PBE grid: 89.9771
Ti charge at 2.22 angstrom: 1.5960 e
slope of Ti charge with bond length: 1.237 e/angstrom
breathing wavenumber, rough input: 400 cm^-1
temperature, input: 500 K
rms breathing bond displacement: 0.0239 angstrom
rms Ti charge spread from it: 0.0296 e
```
